Balanced Block-Tridiagonal Ordering of Multiterminal Device Graphs by Windowed Bisection

**1. Definitions and conventions**

A device has n orthonormal orbitals, Hamiltonian H and retarded contact self-energies with sum Σ. At energy E the Green function is G = A⁻¹, with

A = E·1 − H − Σ.

(For a non-orthogonal basis, replace 1 by the overlap matrix.) The device graph has one vertex per orbital and an edge u–v whenever A_uv or A_vu is nonzero, u ≠ v. It is assumed connected; d(u,v) is the number of edges on a shortest path.

Terminal a has contact orbitals C_a and broadening matrix Γ_a = i(Σ_a − Σ_a†). Contacts are disjoint, and each is made a clique, so that Σ_a may be dense. The contacts are collected into disjoint groups L and R, which must lie in the first and last block. Let

D = d(L,R), d_L(v) = d(v,L), d_R(v) = d(v,R).

An ordered partition V_1,…,V_N is described by a level function l(v), the block number of v. Block-tridiagonal form means that edges join equal or neighbouring blocks:

|l(u) − l(v)| ≤ 1 on every edge, l = 1 on L, l = N on R. (1)

Adding (1) along a shortest path gives |l(u) − l(v)| ≤ d(u,v); functions with this property are called Lipschitz below. No block is empty, because levels on a path from L to R change by at most one per edge and so take every value from 1 to N.

With M_k = |V_k|, the quantity to be made small is

C = Σ_k M_k³.

The method below always gives a valid partition. Its minimization of C is heuristic, but a lower bound measures how far the result can be from the optimum.

**2. Why cubes, and a lower bound**

Eliminating blocks from the left uses the pivots

g_1 = A_11⁻¹, g_k = (A_kk − A_k,k−1 g_k−1 A_k−1,k)⁻¹. (2)

Count a dense inversion as M_k³ multiplications. The two products cost M_k M_k−1² and M_k² M_k−1. For positive p and q,

p³ + q³ − p²q − pq² = (p − q)(p² − q²) = (p − q)²(p + q) ≥ 0,

so the products in step k cost at most M_k³ + M_k−1³. Summing over k = 2,…,N counts each cube at most twice. With the inversions,

pivot work ≤ 3C. (3)

Since x³ is convex for x ≥ 0, the mean of M_k³ is at least the cube of the mean n/N. Therefore

C ≥ N(n/N)³ = n³/N². (4)

More levels lower this bound, but not necessarily the attainable C. Join eight vertices each to both of two single-vertex terminals. Three levels force sizes 1, 8, 1 and C = 1 + 512 + 1 = 514. Two levels allow sizes 5, 5 and C = 125 + 125 = 250. The number of levels must therefore be scanned.

**3. Breadth-first windows**

A path of length D from L to R must raise the level from 1 to N, so N − 1 ≤ D. Moreover, l(v) can exceed 1 by at most d_L(v), and can fall below N by at most d_R(v). Hence

lo(v) = max(1, N − d_R(v)) ≤ l(v) ≤ hi(v) = min(N, 1 + d_L(v)). (5)

For N ≤ D + 1 the windows are nonempty. The only comparison that is not immediate is N − d_R ≤ 1 + d_L, which follows from d_L + d_R ≥ D ≥ N − 1. Both lo and hi are Lipschitz, since distances are and maxima and minima preserve the property. On L, d_R ≥ N − 1 gives lo = hi = 1; likewise lo = hi = N on R.

Thus hi is itself a valid level function. It is the plain breadth-first ordering from L, with everything at distance N − 1 or more put into the last block. This proves that valid partitions exist for every N from 2 to D + 1, and for no larger N.

A clean strip of length ℓ and width W, with nearest-neighbour bonds and its full end columns as contacts, is a useful limit. There d_L + d_R = ℓ − 1 everywhere, so for N = ℓ every window has one value. The partition into columns is forced and C = ℓW³, which equals the bound (4). Freedom, and the need for balancing, comes from vertices off the shortest L–R paths and from N < D + 1.

**4. Bisection cannot reach a dead end**

Take a piece U that must occupy levels a,…,b, and cut it at m, with a ≤ m < b. Vertices with hi ≤ m must go into the lower part P, those with lo > m into the upper part Q. All others are free. After the choice, update

hi′(w) = min(hi(w), m + d(w,P)),
lo′(w) = max(lo(w), m + 1 − d(w,Q)). (6)

First let P and Q divide the whole graph. Both new functions are Lipschitz. They still satisfy lo′ ≤ hi′, because each lower bound is below each upper bound:

- lo(w) ≤ hi(w) held before.
- For u in P, lo(u) ≤ m, so lo(w) ≤ lo(u) + d(u,w) ≤ m + d(u,w).
- For v in Q, hi(v) ≥ m + 1, so hi(w) ≥ hi(v) − d(v,w) ≥ m + 1 − d(v,w).
- For u in P and v in Q, d(u,w) + d(w,v) ≥ d(u,v) ≥ 1, so m + 1 − d(v,w) ≤ m + d(u,w).

Any assignment of the free vertices is therefore allowed. When all cuts m = 1,…,N − 1 have been made, lo = hi at every vertex, and this common function is Lipschitz and valid. Conversely, a given valid l fixes the choice at each cut: P consists of the vertices with l ≤ m. It stays inside the updated windows, since l(w) ≤ l(u) + d(u,w) ≤ m + d(u,w) for u in P, and similarly from below. Each valid partition is thus reached by one and only one sequence of choices.

**The search can stay inside U.** Vertices below U have hi ≤ a − 1 and already impose stronger upper bounds than m + d. Now take u in P∩U and a vertex y outside U. If y lies below U, then hi(y) < m and nothing changes. If y lies above U, a shortest path from u to y has an edge x–z crossing the earlier cut at b. There hi(x) ≤ b and lo(z) ≥ b + 1, so the Lipschitz property gives hi(z) = b + 1. Also lo(u) ≤ m gives d(u,z) ≥ lo(z) − lo(u) ≥ b + 1 − m. Hence

m + d(u,y) = m + d(u,z) + d(z,y) ≥ b + 1 + d(z,y) ≥ hi(y).

The old bound was already as strong. If a path leaves U at y and returns to w, then hi(w) ≤ hi(y) + d(y,w) shows that it adds nothing at w either. Reversing the order of levels gives the same result for lo.

**5. Balancing and descent**

The lower part is filled towards its proportional share

|P| ≈ |U|(m − a + 1)/(b − a + 1),

taking free vertices in increasing order of d_L/(d_L + d_R), with ties in breadth-first order. This rule affects quality, not validity.

A descent follows. It uses the original windows (5), since bisection has left lo = hi everywhere, and it starts a move only if the vertex stays inside its window. Moving one vertex from a block of size p to one of size q changes C by

(p − 1)³ − p³ + (q + 1)³ − q³
= (−3p² + 3p − 1) + (3q² + 3q + 1)
= 3(q² − p²) + 3(p + q)
= 3(p + q)(q − p + 1). (7)

For integers this is negative when p ≥ q + 2 and not otherwise.

A neighbour may block the move. If v is raised from level k to k + 1, each neighbour at k − 1 must also rise by one, which may drag further vertices. No dragged vertex leaves its window: if u can rise and drags w, then l(w) = l(u) − 1 < hi(u) − 1 ≤ hi(w). Edges between two moved vertices keep their level difference. An unmoved neighbour of a moved u was at l(u) or l(u) + 1, so it remains within one level. Lowering is the mirror image. The cascade is accepted if the total C falls; cascades beyond a size limit of a few tens of vertices are abandoned.

**6. Pseudocode**

```
LEVELS(graph, L, R, N):
  compute d_L, d_R, lo, hi from (5)
  stack = [(1, N, all vertices)]
  while stack is not empty:
    take (a, b, U)
    if a = b: set l = a on U; continue
    m = floor((a+b)/2)
    P = vertices of U with hi <= m
    add free vertices to P, in order, up to its share
    Q = U without P
    update hi from P and lo from Q, searching in U
    push (a, m, P) and (m+1, b, Q)
  reset lo, hi to (5)
  repeat over all vertices and both directions within [lo, hi]:
    build the cascade; accept it if C decreases
  until a full pass accepts nothing
  return l

ORDER(graph, terminals):
  best = infinity
  for each grouping (L, R), largest D first:
    for N = D+1, D, ..., 2:
      if n^3/N^2 >= best: leave the N loop
      run LEVELS; keep the result if C < best
```

For t terminals there are 2^(t−1) groupings if terminal 1 is kept in L to remove mirror copies, which have the same attainable C but not the same carried cost (section 7). One of them puts all terminals in L; R is then a single vertex farthest from L, which allows the largest number of levels. Fixing this vertex in the last block is an extra restriction and can exclude the best partition for that grouping.

**7. All terminal Green functions from one sweep**

Let X be the part of A already eliminated, and add a block Z with couplings B and B̃. Solving

X x + B y = f, B̃ x + Z y = h

gives x = X⁻¹(f − B y) and then y = g(h − B̃X⁻¹f), with g = (Z − B̃X⁻¹B)⁻¹. Reading off the coefficients of f and h, the new inverse has blocks

lower right: g; upper right: −X⁻¹B g;
lower left: −g B̃X⁻¹; upper left: X⁻¹ + X⁻¹B g B̃X⁻¹.

Since B and B̃ touch only the preceding block, it suffices to carry the rows r_k = G_L,k, the columns s_k = G_k,L and the corner G_LL, where G here means the inverse of the section made of blocks 1 to k and becomes the full Green function at k = N:

r_k = −r_k−1 A_k−1,k g_k,
s_k = −g_k A_k,k−1 s_k−1,
G_LL ← G_LL − r_k A_k,k−1 s_k−1.

The last line has a minus sign because r_k already contains one. After block N, the entries G_LL, G_LR, G_RL and G_RR cover every pair of terminals, including pairs in the same group. The transmission from b to a is

T_ab = Tr(Γ_a G_ab Γ_b G_ab†).

With c orbitals in L, p = M_k−1 and q = M_k, carrying these quantities costs 2cpq + 2cq² + c²q multiplications per step. This is not contained in (3), and C does not control it alone when c is large.

**8. Cost and stability**

At each bisection depth the pieces are disjoint, so each edge is searched a bounded number of times. The searches cost O(|E| log N) per value of N, plus sorting. The descent terminates because C is a positive integer that decreases at every accepted move, but no useful bound on its number of passes is claimed. If the union of the sparsity patterns is used, one ordering serves all energies.

The ordering involves only integers and their ratios; numerical trouble can enter through the pivots. Let X be a leading section of A, and let the self-energies have non-negative Γ_a. If E is replaced by E + iη with η > 0, then Im(x†Xx) ≥ η‖x‖², hence ‖Xx‖ ≥ η‖x‖ and ‖X⁻¹‖ ≤ 1/η. Each g_k is a block of such an inverse and obeys the same bound. For a non-orthogonal basis with overlap matrix S, the bound becomes 1/(ηs), where s is the smallest eigenvalue of S, and 2η in the identities below becomes 2ηS. At η = 0 a leading section can be singular, for instance when it has an eigenstate at E that vanishes on the contacts, even if the full A is regular. A small η removes the singularity, but rounding errors can grow as η shrinks; another ordering may avoid the problem.

Finite η has a price. From A − A† = i(Γ + 2η), with Γ = Σ_a Γ_a, multiplication by G and G† in either order gives

G(Γ + 2η)G† = i(G − G†) = G†(Γ + 2η)G.

At η = 0, the trace with Γ_a yields Σ_b T_ab = Σ_b T_ba, the current sum rule. At η > 0 the extra terms act as absorption and the rule for the terminals alone can fail. It still holds if H, every Σ_a and, in a non-orthogonal basis, S are symmetric, because G is then symmetric and T_ab = T_ba.

**9. Worked example: a ring with four contacts**

The model is a square-lattice ring with radii 6.5 and 13.5 lattice spacings, vacancies and randomly numbered sites. It has 414 orbitals. Contacts 1 to 4 lie at 0°, 40°, 180° and 220°, with 5, 4, 5 and 6 orbitals. The hopping amplitude is 0.05 hartree (entering H with a minus sign), E = −0.06 hartree, and a magnetic flux gives a phase of 0.1 rad per cell. Each contact has Σ_a = −iΓ_a/2 with Γ_a = γ(1 + J/c_a), where γ = 0.1 hartree, J is the all-ones matrix and c_a the number of contact orbitals. The flux is put in the Landau gauge, with a factor exp(−0.1 i y) on each hop in the +x direction and y measured from the centre of the ring. Because J carries no Peierls phases, the transmissions depend on this choice: in the symmetric gauge T_12 is 1.006 instead of 0.965. The values below test the algorithm and are not gauge-invariant properties of the ring.

Grouping {1,2} against {3,4} allows 29 levels. Six of the other groupings separate close neighbours, 1 from 2 or 3 from 4, and allow only 8; their bound is 414³/8² ≈ 1.11 × 10⁶. Putting all contacts in the first block allows 20 levels, with bound 414³/20² ≈ 177,400. The best grouping reaches C = 85,230, which excludes all of these.

For that grouping at N = 29:

- breadth-first levels: C = 297,678, largest block 62;
- bisection: C = 86,184, largest block 18;
- descent: C = 85,230, largest block 16.

The single block of 62 contributes 62³ = 238,328, about 80% of the breadth-first cost. Bisection removes most of the imbalance, and descent gains a further 1.1%.

The bound (4) is 414³/29² ≈ 84,373. Integer sizes sharpen it: 414 = 21·14 + 8·15, so C ≥ 21·2744 + 8·3375 = 84,624. With 28 levels the bound is already 414³/28² ≈ 90,508. The result is therefore at most 0.72% above the true minimum over all partitions with the contacts in the end blocks.

The pivots need 249,252 multiplications, or 2.92C, close to the value 3 − 2/N = 2.93 for equal blocks. The carried quantities need 238,464, nearly as much again. Together they are a factor 70,957,944/487,716 ≈ 145 below n³, the count for one dense inversion. This baseline is generous, since only 20 columns of G are needed and A is sparse. A sparse LU factorization with minimum-degree ordering followed by 20 column solves needs about 1.1 × 10⁵ multiplications here, fewer than the sweep with dense blocks.

The transmissions agree with full inversion to 8 × 10⁻¹⁵ in absolute value. For terminal 1 the incoming sum is 0.96504 + 0.64645 + 0.35327 = 1.96476 and the outgoing sum is 0.60189 + 0.70246 + 0.66041 = 1.96476. The individual values T_12 = 0.965 and T_21 = 0.602 differ, as the flux permits.

With contacts 1 and 3 alone, 37 levels are possible. Breadth-first ordering gives C = 70,734 and the full method 56,538, which is 9% above the bound (4). Most of this gap is geometric. Relaxing the indicators of l(v) ≤ k to the interval [0, 1] gives a linear program whose minimum bounds C from below: 56,040 for N = 37 and 56,847 for N = 36, while (4) excludes N ≤ 35. The result is therefore at most 0.9% above the minimum.

**10. Failure modes**

- **Local minima.** On 30 random graphs with 9 vertices, exhaustive enumeration confirmed the minimum in 29 cases; in the other, C was 1.24 times the minimum. This ratio belongs to the sample and is not a bound. In none of them were fewer than D + 1 levels cheaper, but the eight-path graph of section 2 shows that this can happen.
- **Short circuits in the graph.** One long-range matrix element can reduce D drastically for a given grouping, and (4) then forces large blocks in that grouping. Another grouping may avoid this. If a bond joins the two ends of a long strip, putting all contacts in the first block folds the strip: there are about half as many levels, with blocks twice as wide, so C is about four times that of the strip without the bond. Dropping small elements changes the physical matrix and needs its own error check.
- **Overlapping contacts.** Contacts that share orbitals must be merged or put in the same group.
- **Disconnected parts.** A component without a contact has infinite distances. It does not affect transmission and should be removed first.
- **Many terminals.** The number of groupings grows exponentially, and wide contacts make the carried rows and columns dominant. The total multiplication count should then replace C in ranking the groupings, and mirror copies must be compared as well: the smaller group belongs in the first block, and with all contacts in the last block nothing needs to be carried.

The numerical output below lists the block sizes and the full transmission table.

Numbers as computed

```
Small random graphs: 30 with 9 vertices each
Level functions matched, bisection vs enumeration: 3494
Graphs where heuristic equals exhaustive minimum: 29
Worst ratio heuristic/minimum: 1.2353
Graphs where fewer than D+1 levels are cheaper: 0
Eight-path graph, minimum C with 3 levels: 514
Eight-path graph, minimum C with 2 levels: 250
Ring radii: 6.5 and 13.5 lattice spacings; vacancy probability 0.05
Orbitals n: 414  bonds: 708
Contact angles (degrees): [0.0, 40.0, 180.0, 220.0]  half width: 10.0
Orbitals per contact: [5, 4, 5, 6]
Terminal groupings (contacts numbered 1-4):
  [1, 2] | [3, 4] max levels 29, bound 84373, new best C=85230
  [1, 2, 3, 4] | [] max levels 20, bound 177395, excluded by bound
  [1] | [2, 3, 4] max levels 8, bound 1108718, excluded by bound
  [1, 3] | [2, 4] max levels 8, bound 1108718, excluded by bound
  [1, 4] | [2, 3] max levels 8, bound 1108718, excluded by bound
  [1, 2, 3] | [4] max levels 8, bound 1108718, excluded by bound
  [1, 2, 4] | [3] max levels 8, bound 1108718, excluded by bound
  [1, 3, 4] | [2] max levels 8, bound 1108718, excluded by bound
Chosen number of levels N: 29  maximum D+1: 29
C, one dense block: 70957944
C, breadth-first levels only: 297678  largest block: 62
C, after bisection: 86184  largest block: 18
C, after descent: 85230  largest block: 16
Lower bound n^3/N^2 at chosen N: 84373, ratio C/bound: 1.0102
Block sizes: 14 14 14 15 14 14 14 14 14 14 14 13 13 13 14 14 14 14 14 13 14 15 16 16 15 16 15 15 15
Hopping 0.05, energy -0.06, contact width 0.1 hartree; flux phase 0.1 rad per cell
Transmissions T[a,b] (dimensionless, a != b):
  a = 1    --     0.96504  0.64645  0.35327
  a = 2  0.60189    --     0.46509  0.34155
  a = 3  0.70246  0.25403    --     0.99032
  a = 4  0.66041  0.18947  0.83526    --   
Largest deviation from full inversion: 8.0e-15
Same, all contacts in first block: 6.2e-15
Pivot multiplications: 249252  ratio to C: 2.9245
Multiplications for carried terminal rows/columns: 238464
n^3 / all sweep multiplications: 145.49
Two terminals (contacts 1 and 3): N = 37  maximum D+1 = 37
Two terminals, C breadth-first: 70734  C after descent: 56538
Two terminals, ratio C/bound: 1.0908
```
